Apparent Schottky barrier of a Gaussian patch distribution and its limits, part 1

(Sections cited here and not found follow in the second part.)

## First half: the apparent barrier and what it measures

A metal contact on an n-type semiconductor need not be uniform. Its Schottky barrier φ, the energy from the metal Fermi level up to the conduction-band edge at the interface, may vary from place to place. The problem is to find which single barrier a current measurement reports, and when a simple formula for it can be trusted.

The contact is modelled as many patches side by side, each with its own barrier. For now the patches are independent: each carries the current it would carry in a large uniform diode, and the currents add. The probability density P(φ), weighted by area, has mean m and standard deviation σ, both independent of bias and temperature unless stated otherwise. Energies are in eV, q is the positive elementary charge, forward voltage V is positive, and

β = 1/(kT),  s = σ/(kT).

Tunnelling and image-force lowering are left out. The numerical example uses round model parameters: m = 1.20 eV, σ = 0.070 eV and an isotropic effective mass of 0.40 free-electron masses. The computed values are listed in the numerical output after the text.

### (a) One barrier for many patches

Derive the thermionic current density of one patch. Add the patches, define an apparent barrier from the total saturation current, and find bounds on it that hold for any distribution.

**Solution.** Consider electrons that reach the top of the barrier from the semiconductor. They are in equilibrium with the semiconductor Fermi level, which forward bias raises by qV above the metal Fermi level. The barrier top therefore lies φ − qV above it. If this is many kT, the occupation is a Boltzmann factor. With effective mass M and momentum p, an electron at the top has kinetic energy p²/(2M), and there are 2 d³p/h³ states per unit volume, the 2 counting spin. The current density towards the metal is

J₊ = q (2/h³) e^(−β(φ−qV)) ∫ d³p (p_x/M) e^(−βp²/(2M)), with p_x > 0.

The integral separates. The normal part is

∫₀^∞ dp_x (p_x/M) e^(−βp_x²/(2M)) = kT,

and each of the two transverse integrals gives √(2πMkT), together 2πMkT. Hence

J₊ = A T² e^(−βφ) e^(βqV),  A = 4πqMk²/h³,

where k is in joules per kelvin in the expression for A. For the chosen mass, A = 48.07 A cm⁻² K⁻².

Electrons moving from metal to semiconductor see the barrier φ whatever the bias. Their current must cancel J₊ at V = 0, so it is A T² e^(−βφ). The net current density of a patch is

J(φ) = A T² e^(−βφ) (e^(βqV) − 1).

The total current divided by the total area is the average of J(φ) over P(φ). The bias factor is the same for every patch and comes out of the average:

J_tot = A T² ⟨e^(−βφ)⟩ (e^(βqV) − 1).

A uniform diode with barrier φ_ap would have ⟨e^(−βφ)⟩ replaced by e^(−βφ_ap). Equating the two defines the apparent barrier:

φ_ap = −kT ln⟨e^(−βφ)⟩.

This definition supposes that the true A and the full contact area are used to convert current into barrier.

Two bounds follow. The curve e^(−y) lies on or above its tangent 1 − y. With y = β(φ − m),

⟨e^(−β(φ−m))⟩ ≥ 1 − β⟨φ − m⟩ = 1,

so φ_ap ≤ m: a spread of barriers cannot raise the apparent barrier above the mean. If φ_min is the lowest barrier present, then e^(−βφ) ≤ e^(−βφ_min) for every patch, and therefore φ_ap ≥ φ_min.

The ideality factor is n = βq/(d ln J_tot/dV), taken where e^(βqV) ≫ 1. Since J_tot is then proportional to e^(βqV), n = 1. A spread of barriers with fixed P(φ) does not by itself make n exceed one.

### (b) The Gaussian average

Evaluate φ_ap for

P(φ) = [1/(σ√(2π))] e^(−(φ−m)²/(2σ²)),

and apply the result to the example at 300 K.

**Solution.** Put u = φ − m. Then

⟨e^(−βφ)⟩ = e^(−βm) [1/(σ√(2π))] ∫ du e^(−u²/(2σ²) − βu),

with u running from −∞ to ∞. To complete the square, expand

(u + βσ²)² = u² + 2βσ²u + β²σ⁴.

Dividing by −2σ² gives

−(u + βσ²)²/(2σ²) = −u²/(2σ²) − βu − β²σ²/2.

The exponent under the integral is therefore

−u²/(2σ²) − βu = −(u + βσ²)²/(2σ²) + β²σ²/2.

The last term is constant and leaves the integral. What remains is a shifted Gaussian, whose integral is σ√(2π) because a shift does not change an integral over the whole line. Thus

⟨e^(−βφ)⟩ = e^(−βm + β²σ²/2).

Taking −kT times the logarithm, and using kT β² = β, gives

φ_ap = m − σ²/(2kT).

If barriers and their spread are expressed in volts, with σ = qσ_V, dividing by q gives a reduction of qσ_V²/(2kT).

The sign comes from the exponential weighting: a patch below the mean gains more current than an equally distant patch above the mean loses. The reduction grows on cooling because the same energy difference then changes the current by a larger factor. At high temperature it vanishes and the contact reports its mean barrier.

At 300 K, kT = 0.02585 eV, and the reduction is

σ²/(2kT) = (0.070 eV)²/(2 × 0.02585 eV) = 0.0948 eV = 94.8 meV.

The apparent barrier is 1.1052 eV. The saturation current density rises from 3.00 × 10⁻¹⁴ A cm⁻² for a uniform barrier m to 1.17 × 10⁻¹² A cm⁻², a factor e^(s²/2) = 39.1 with s = 2.708. A spread that is about 6 per cent of the mean barrier thus changes the leakage scale by more than an order of magnitude.

For an ideal Gaussian the derivation did not require s to be small. It did require the Gaussian to continue without limit to low barriers, and even to negative ones. Whether that matters depends on which barriers carry the current.

### (c) The patches that carry the current

Find the distribution of barriers weighted by current. Use it to explain the factor 1/2 in the apparent reduction.

**Solution.** The share of the current carried between φ and φ + dφ is w(φ) dφ, where

w(φ) = P(φ) e^(−βφ)/⟨e^(−βφ)⟩.

The completed square in (b) gives the numerator as

[1/(σ√(2π))] e^(−(φ−m+βσ²)²/(2σ²)) e^(−βm+β²σ²/2).

The last exponential equals the denominator, so

w(φ) = [1/(σ√(2π))] e^(−(φ−φ*)²/(2σ²)),

φ* = m − σ²/(kT).

The current-carrying barriers are again Gaussian, with the same width σ but a lower centre φ*. The displacement is σ²/(kT) = sσ, or s standard deviations.

The centre moves twice as far as the apparent barrier. Compared with a patch at m, a patch at φ* passes more current by the factor

e^(β(m−φ*)) = e^(s²).

Such patches are also rarer, by the factor

P(φ*)/P(m) = e^(−(sσ)²/(2σ²)) = e^(−s²/2).

The net gain is e^(s²/2), which is the enhancement in (b). Half of the exponent gained from the lower barrier is lost to scarcity.

At 300 K the centre is at 1.0105 eV, 2.7 standard deviations below the mean. At 100 K it would be at 0.6314 eV, 8.1 standard deviations below. A distribution that fits a map of barriers well near its middle says little about such a remote tail. The formula can therefore fail while σ is still small compared with m: the ratio that matters here is σ/(kT), not σ/m.

### (d) The Richardson plot

The saturation current density J_s is measured at several temperatures, and ln(J_s/T²) is plotted against β. What barrier and what Richardson constant does a tangent to this plot give? How does a linear change of m with temperature enter?

**Solution.** From (b), with J_s/T² measured in the units of A,

L(β) = ln(J_s/T²) = ln A − βm + β²σ²/2.

The quadratic term bends the plot upwards. The activation energy is minus the local slope:

E_a = −dL/dβ = m − βσ² = m − σ²/(kT) = φ*.

The slope thus measures the mean barrier of the current-carrying patches, whereas φ_ap comes from the size of the current at one temperature. The two differ because φ_ap itself depends on temperature.

The tangent at β₀ meets the axis β = 0 at

L(β₀) − β₀L′(β₀)
= ln A − β₀m + β₀²σ²/2 + β₀m − β₀²σ²
= ln A − β₀²σ²/2.

The Richardson constant read from the tangent is therefore

A_t = A e^(−s²/2),

with s taken at the temperature of the tangent. At 300 K the example gives E_a = 1.0105 eV and A_t = 48.07/39.09 = 1.23 A cm⁻² K⁻². The low constant does not mean that the emission law has changed. It is the scarcity factor from (c).

If σ is known, the quadratic term can be removed:

L(β) − β²σ²/2 = ln A − βm.

Within this model the corrected plot is straight, with slope −m and intercept ln A.

Now let the mean barrier fall linearly with temperature, m = m₀ − aT, where a is in eV per kelvin. Then

−βm = −βm₀ + a/k,

because βT = 1/k. The slope of the corrected plot now gives m₀, and the apparent constant is multiplied by e^(a/k). The apparent barrier becomes

φ_ap = m₀ − aT − σ²/(2kT).

A plot of φ_ap against 1/(2kT), which has slope −σ² when m is fixed, is then no longer straight. A temperature-dependent mean must be allowed for before its slope is read as σ².

### (e) What narrowness achieves for other shapes

Suppose P(φ) is not Gaussian but has a lowest barrier and finite moments. Find the leading corrections to the result of (b). Apply them to a uniform distribution with σ = 0.3 kT and to a slightly skewed distribution with the σ of the example.

**Solution.** Let u = φ − m, with ⟨u⟩ = 0, ⟨u²⟩ = σ², ⟨u³⟩ = μ₃ and ⟨u⁴⟩ = μ₄. Expanding the exponential gives

⟨e^(−βu)⟩ = 1 + β²σ²/2 − β³μ₃/6 + β⁴μ₄/24 + …

Use ln(1 + x) = x − x²/2 + …. Up to fourth order in β, x² contributes β⁴σ⁴/4, so

ln⟨e^(−βu)⟩ = β²σ²/2 − β³μ₃/6 + β⁴(μ₄ − 3σ⁴)/24 + …

Multiplication by −kT and addition of m give

φ_ap = m − βσ²/2 + β²μ₃/6 − β³(μ₄ − 3σ⁴)/24 + …

Define the skewness γ = μ₃/σ³ and the excess kurtosis η = μ₄/σ⁴ − 3. Factoring out the leading reduction,

m − φ_ap = [σ²/(2kT)] [1 − sγ/3 + s²η/12 + …].

If the shape is kept fixed while s becomes small, the corrections vanish, and the mean and variance suffice. A small s alone is not enough. Suppose one part in 10⁴ of the area has a barrier 0.30 eV below the rest. At 300 K, s is then only 0.116, yet the apparent barrier lies 64 meV below the mean, not the 0.17 meV given by σ²/(2kT). The large negative skewness makes the expansion useless there. For a Gaussian, γ, η and all later corrections vanish, as the closed result in (b) shows.

For a uniform distribution of half-width b, the moments are σ² = b²/3 and μ₄ = b⁴/5 = 9σ⁴/5. Hence γ = 0 and η = 9/5 − 3 = −1.2. With s = 0.3 the predicted ratio to the leading reduction is

1 − 0.09 × 1.2/12 = 0.991.

Direct integration gives 0.9912.

For the skewed case, take a shifted gamma distribution with the same m and σ and skewness 0.200, its longer tail towards high barriers. At 300 K the third-order correction is

[σ²/(2kT)] sγ/3 = 94.8 meV × 2.708 × 0.200/3 = 17.1 meV.

It raises the predicted φ_ap from 1.1052 to 1.1223 eV. Direct integration gives 1.1195 eV. The remaining difference is smaller than the fourth-order term, which was tested.

The effect on the current is larger than the shift in barrier suggests. An error δ in φ_ap changes the current by e^(−βδ). Here the true current is 0.576 of the value from the Gaussian formula, although the barriers differ by only 14 meV. A barrier accurate enough for one purpose may be too poor for predicting leakage.

## Second half: where the formula fails

The symbols carried over are m and σ for the mean and standard deviation of the patch barriers, β = 1/(kT), s = σ/(kT), and A for the Richardson constant. For an unlimited Gaussian of independent patches,

φ_ap = m − σ²/(2kT),  φ* = m − σ²/(kT),

where φ_ap reproduces the total saturation current and φ* is the centre of the current-carrying barriers. Their spread about φ* is σ. The apparent barrier of any distribution lies between its lowest barrier and its mean. The example has m = 1.20 eV and σ = 0.070 eV. At 300 K, kT = 0.02585 eV, s = 2.708, φ_ap = 1.1052 eV and φ* = 1.0105 eV.

### (f) A missing tail

Suppose no patch has a barrier below φ_c, while the distribution above φ_c keeps its Gaussian shape. Find the correction to the current and the temperature range in which the formula loses its meaning. Take φ_c = 0.95 eV.

**Solution.** Let Φ(x) be the normal cumulative distribution, the probability that a standard Gaussian variable is less than x. The part of the original Gaussian above φ_c has probability

∫ from φ_c to ∞ of P(φ) dφ = Φ((m − φ_c)/σ),

by the symmetry of the Gaussian. The truncated density must be divided by this number so that its total probability is one.

The completed square still holds under the integral, but the shifted Gaussian centred at φ* is now integrated from φ_c upwards. This gives Φ((φ* − φ_c)/σ) instead of one. The ratio of the true current to the current from the formula is therefore

R = Φ((φ* − φ_c)/σ)/Φ((m − φ_c)/σ),

and the true apparent barrier is

φ_ap,c = m − σ²/(2kT) − kT ln R.

Since φ* < m, R is less than one and the correction raises the barrier.

The formula is good when φ* lies well above the cutoff, measured in units of σ. When φ* = φ_c the numerator is 1/2. This happens at

T_c = σ²/[k(m − φ_c)].

If the cutoff is several σ below the mean, the denominator of R is close to one and about half the predicted current is missing at T_c. For the example,

T_c = 300 K × (0.070)²/(0.02585 × 0.25) ≈ 227 K,

and the computed ratio there is 0.500.

A stricter failure occurs at lower temperature. The formula puts φ_ap at φ_c when σ²/(2kT) = m − φ_c, which means T = T_c/2, or 114 K. Below this temperature it predicts an apparent barrier lower than every barrier in the contact, which the bound in (a) forbids. At 100 K the formula gives 0.9157 eV. The truncated distribution gives 1.0263 eV, and its current is 2.7 × 10⁻⁶ of the formula's value.

Already at 300 K the cutoff matters for the current: R = 0.806. The barrier hides this, because −kT ln R is only 5.6 meV.

The limit T → 0 can be found without the Gaussian. Let p be the probability of a barrier between φ_c and φ_c + δ, where δ > 0 is small. Keeping only these patches gives

⟨e^(−βφ)⟩ ≥ p e^(−β(φ_c+δ)),

and hence

φ_c ≤ φ_ap,c ≤ φ_c + δ − kT ln p.

As T → 0 the last term vanishes. Since δ can be chosen as small as desired, φ_ap,c tends to φ_c. The true apparent barrier levels off, while the formula falls without limit. For any contact with positive barriers, zero is a lower cutoff, so an unlimited Gaussian must fail at a low enough temperature.

For independent patches with an unlimited Gaussian spread, the apparent barrier is m − σ²/(2kT), but the low-barrier patches that carry the current make this formula fail on cooling if the tail is cut off. It remains to examine a finite number of patches, series resistance and patches that influence one another, and to see how well σ can be read from measured barriers.
